# Floating and grounded fill in the Maxwell capacitance matrix: test program

```python
"""
Result under test: neutral floating fill is eliminated from a Maxwell matrix by
    C_float = C_ss - C_sf inv(C_ff) C_fs,
and the coupling K_ij = -C_ij (i != j) is never below that of grounded fill.
s = signal conductors, f = fill conductors, C_ss = matrix with fill grounded.
The field solver uses a node network; capacitances are per length in aF/um.
A, B are signal lines; F1, F2 are fill bars between them. Geometry unit: 100 nm.
"""
import numpy as np
from scipy import sparse, constants as pc
from scipy.optimize import minimize_scalar
from scipy.sparse.csgraph import connected_components
from scipy.sparse.linalg import splu
from scipy.special import ellipk

A, B, F1, F2, GROUND = 1, 2, 3, 4, 5
ALL = (A, B, F1, F2)
K_DIEL = 2.7
K_CAP = 5.0
UNIT = pc.epsilon_0 * 1e12       # vacuum permittivity in aF/um
HUGE = 1e6                       # permittivity ratio imitating a conductor


def geometry(n, margin=5, half_period=0, half_tile=None, half_wire=None):
    """Node labels; n cells per 100 nm; half_period=0 is two-dimensional."""
    label = np.zeros(((2 * margin + 7) * n + 1,
                      int(half_period * n) + 1, 6 * n + 1), dtype=int)
    ny = label.shape[1]
    tile_end = ny if half_tile is None else int(half_tile * n) + 1
    wire_end = ny if half_wire is None else int(half_wire * n) + 1
    for place, name in enumerate((A, F1, F2, B)):
        start = (margin + 2 * place) * n
        y_end = tile_end if name in (F1, F2) else ny
        label[start:start + n + 1, :y_end, 2 * n:4 * n + 1] = name
    label[:, :wire_end, 0] = GROUND
    label[:, :wire_end, -1] = GROUND
    return label


def dual_widths(count, step):
    if count == 1:
        return np.ones(1)
    width = np.full(count, step)
    width[[0, -1]] /= 2
    return width


def network(label, n, layer_k, soft):
    """Discrete div(eps grad); labels in soft get a huge permittivity."""
    step = 1.0 / n
    nx, ny, nz = label.shape
    wx, wy = dual_widths(nx, step), dual_widths(ny, step)
    kz = np.zeros(nz)
    kz[:-1] += layer_k * step / 2
    kz[1:] += layer_k * step / 2
    weights = (wy[None, :, None] * kz[None, None, :] / step,
               wx[:, None, None] * kz[None, None, :] / step,
               wx[:, None, None] * wy[None, :, None] * layer_k / step)
    index = np.arange(label.size).reshape(label.shape)
    rows, cols, vals = [], [], []
    for axis in range(3):
        if label.shape[axis] == 1:
            continue
        low = [slice(None)] * 3
        high = [slice(None)] * 3
        low[axis], high[axis] = slice(None, -1), slice(1, None)
        low, high = tuple(low), tuple(high)
        inside = (label[low] == label[high]) & np.isin(label[low], soft)
        link = np.broadcast_to(weights[axis], inside.shape)
        link = np.where(inside, link * HUGE, link)
        rows.append(index[low].ravel())
        cols.append(index[high].ravel())
        vals.append(link.ravel())
    graph = sparse.coo_matrix(
        (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
        shape=(label.size, label.size)).tocsr()
    graph = graph + graph.T
    degree = np.asarray(graph.sum(axis=1)).ravel()
    return (sparse.diags(degree) - graph).tocsr() * (UNIT / wy.sum())


def solve_field(label, n, names=ALL, soft=(), layer_k=None):
    """Unit potential on each named conductor in turn; charges give C."""
    if layer_k is None:
        layer_k = np.full(label.shape[2] - 1, K_DIEL)
    lap = network(label, n, layer_k, list(soft))
    flat = label.ravel()
    member = np.column_stack([flat == name for name in names]).astype(float)
    free = ~np.isin(flat, list(names) + [GROUND])
    lu = splu(lap[free][:, free].tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    potential = member.copy()
    potential[free] = lu.solve(-(lap[free] @ member))
    cap = member.T @ (lap @ potential)

    def charge_response(source):
        v = np.zeros(flat.size)
        v[free] = lu.solve(source[free])
        return member.T @ (lap @ v)
    return cap, potential, charge_response


def float_fill(c, ns=2):
    """Schur complement and fill potentials per unit signal potential."""
    v_fill = -np.linalg.solve(c[ns:, ns:], c[ns:, :ns])
    return c[:ns, :ns] + c[:ns, ns:] @ v_fill, v_fill


def check_maxwell(c):
    off = c - np.diag(np.diag(c))
    assert np.allclose(c, c.T, rtol=1e-6, atol=1e-8)
    assert off.max() <= 1e-9 and c.sum(axis=1).min() >= -1e-9
    assert np.linalg.eigvalsh(c).min() > 0


def couplings(c):
    check_maxwell(c)
    reduced, _ = float_fill(c)
    check_maxwell(reduced)
    assert -reduced[0, 1] >= -c[0, 1]
    return -reduced[0, 1], -c[0, 1]


# Random capacitor networks: inequality and its exact strictness condition.
rng = np.random.default_rng(7)
strict = equal = 0
for trial in range(300):
    ns, nf = 3, 4
    caps = rng.uniform(0.5, 2, (ns + nf, ns + nf))
    caps = np.triu(caps * (rng.random(caps.shape) < 0.25), 1)
    caps = caps + caps.T
    c = np.diag(caps.sum(axis=1) + rng.uniform(0.5, 2, ns + nf)) - caps
    assert np.linalg.inv(c[ns:, ns:]).min() > -1e-13
    reduced, _ = float_fill(c, ns)
    check_maxwell(reduced)
    _, group = connected_components(sparse.csr_matrix(caps[ns:, ns:]))
    touched = [set(group[caps[i, ns:] > 0]) for i in range(ns)]
    for i in range(ns):
        for j in range(i):
            gain = c[i, j] - reduced[i, j]
            linked = bool(touched[i] & touched[j])
            assert gain > -1e-13 and (gain > 1e-11) == linked
            strict += linked
            equal += not linked
assert strict > 0 and equal > 0

# Positive definiteness without the Maxwell signs does not suffice.
bad = np.array([[3., 0., 1.], [0., 3., -1.], [1., -1., 2.]])
assert np.linalg.eigvalsh(bad).min() > 0
bad_gain = bad[0, 1] - float_fill(bad)[0][0, 1]
assert bad_gain < 0

# One fill piece: potential found by energy minimisation.
a, b, g = 3.0, 2.0, 5.0
best = minimize_scalar(lambda v: 0.5 * (a * (1 - v)**2 + (b + g) * v**2))
single_energy = b * best.x
single_formula = a * b / (a + b + g)
assert abs(single_energy - single_formula) < 1e-6

# Field solver against the analytical zero-thickness stripline.
strip_error = []
for n in (8, 16):
    strip = np.zeros((14 * n + 1, 1, 6 * n + 1), dtype=int)
    strip[:, :, 0] = GROUND
    strip[:, :, -1] = GROUND
    strip[5 * n:9 * n + 1, :, 3 * n] = A
    strip_num = solve_field(strip, n, names=(A,))[0][0, 0]
    arg = np.pi * 4 / (2 * 6)
    strip_exact = (4 * K_DIEL * UNIT * ellipk(np.tanh(arg)**2)
                   / ellipk(1 / np.cosh(arg)**2))
    strip_error.append(abs(strip_num / strip_exact - 1))
assert strip_error[1] < 0.02 and strip_error[1] < strip_error[0]

# Main cross-section on three meshes.
mesh = {n: solve_field(geometry(n), n)[0] for n in (8, 16, 32)}
pairs = {n: couplings(c) for n, c in mesh.items()}
C = mesh[32]
C_float, v_fill = float_fill(C)
C_ground = C[:2, :2]
C_none = solve_field(geometry(32), 32, names=(A, B))[0]
shift_float = pairs[32][0] / pairs[16][0] - 1
shift_ground = pairs[32][1] / pairs[16][1] - 1
assert abs(shift_float) < 0.03 and abs(shift_ground) < 0.08
assert np.linalg.eigvalsh(C_ground - C_float).min() > -1e-8
assert np.linalg.eigvalsh(C_float - C_none).min() > -1e-8

# Independent floating solution: fill is neutral matter of huge permittivity.
n = 16
lab = geometry(n)
flat = lab.ravel()
C16_float, v16_fill = float_fill(mesh[n])
C_soft, pot, response = solve_field(lab, n, names=(A, B), soft=(F1, F2))
soft_error = np.max(np.abs(C_soft / C16_float - 1))
assert soft_error < 1e-3
v_soft = np.array([pot[flat == name].mean(axis=0) for name in (F1, F2)])
assert np.allclose(v_soft, v16_fill, atol=1e-4)
source = np.zeros(flat.size)
source[np.flatnonzero(flat == F1)[0]] = 1.0
induced = response(source)
offset = mesh[n][:2, 2:] @ np.linalg.inv(mesh[n][2:, 2:])[:, 0]
assert np.allclose(induced, offset, atol=1e-4)

# Undriven victim B, also represented by neutral matter of huge permittivity.
_, pot, _ = solve_field(lab, n, names=(A,), soft=(B, F1, F2))
victim_field = pot[flat == B].mean()
victim_formula = -C16_float[0, 1] / C16_float[1, 1]
assert abs(victim_field / victim_formula - 1) < 1e-3

# Neglected effects in the same geometry.
wide = couplings(solve_field(geometry(n, margin=7), n)[0])
shift_side = wide[0] / pairs[n][0] - 1
assert abs(shift_side) < 0.01
layers = np.full(6 * n, K_DIEL)
layers[:n // 4] = K_CAP
layers[4 * n:4 * n + n // 4] = K_CAP
capped = couplings(solve_field(lab, n, layer_k=layers)[0])
tile_change, wire_change, tile_ground = {}, {}, {}
for m in (4, 6):
    flat_pair = couplings(solve_field(geometry(m), m)[0])
    tiles = couplings(solve_field(
        geometry(m, half_period=1.5, half_tile=1), m)[0])
    wires = couplings(solve_field(
        geometry(m, half_period=1, half_wire=0.5), m)[0])
    tile_change[m] = 100 * (tiles[0] / flat_pair[0] - 1)
    wire_change[m] = 100 * (wires[0] / flat_pair[0] - 1)
    tile_ground[m] = tiles[1]

density = 8.5e28                 # rough conduction-electron density, m^-3
fermi = pc.hbar**2 * (3 * np.pi**2 * density)**(2 / 3) / (2 * pc.m_e)
screening = np.sqrt(2 * pc.epsilon_0 * fermi / (3 * density * pc.e**2)) * 1e9
gap_growth = 100 * 2 * K_DIEL * screening / 100
electron_mv = pc.e * 1e18 * np.linalg.inv(C[2:, 2:])[0, 0] * 1e3
resistivity = 1e15               # rough, ohm cm
relaxation = K_DIEL * pc.epsilon_0 * resistivity * 1e-2
gap_field = (1 - v_fill[0, 0]) / 100e-7 / 1e6
breakdown = 5.0                  # rough, MV/cm
barrier = 3.0                    # rough, eV
wkb = 2 * np.sqrt(2 * pc.m_e * barrier * pc.e) / pc.hbar * 100e-9
assert gap_field < breakdown and wkb > 100 and relaxation > 1e-6

print("Bar width, bar gap: 100, 100 nm; thickness, plane gap: 200, 200 nm")
print(f"Relative permittivity (rough): {K_DIEL}; drive on A: 1 V")
print("Maxwell matrix, order A B F1 F2, aF/um:")
for row in C:
    print("  " + "  ".join(f"{value:10.4f}" for value in row))
print("Inverse of fill block, um/aF:")
for row in np.linalg.inv(C[2:, 2:]):
    print("  " + "  ".join(f"{value:.6f}" for value in row))
for title, c in (("no fill", C_none), ("floating", C_float),
                 ("grounded", C_ground)):
    print(f"{title}: coupling K_AB = {-c[0, 1]:.4g} aF/um")
    print(f"{title}: self-capacitance C_AA = {c[0, 0]:.2f} aF/um")
    print(f"{title}: undriven victim V_B/V_A = {-c[0,1]/c[1,1]:.3g}")
print(f"Coupling added by floating: {C[0,1]-C_float[0,1]:.4g} aF/um")
print(f"Coupling ratio floating/grounded: {C_float[0,1]/C[0,1]:.4g}")
print(f"Coupling ratio floating/no fill: {C_float[0,1]/C_none[0,1]:.3f}")
print(f"Fill potentials F1, F2: {v_fill[0,0]:.4f}, {v_fill[1,0]:.4f} V")
print(f"Mesh 6.25 to 3.125 nm, floating K shift: {100*shift_float:.2f} %")
print(f"Mesh 6.25 to 3.125 nm, grounded K shift: {100*shift_ground:.2f} %")
print(f"Side margin 500 to 700 nm, floating K shift: {100*shift_side:.3f} %")
print(f"Stripline solver error at 6.25 nm: {100*strip_error[1]:.2f} %")
print(f"Schur vs huge-permittivity fill, max difference: {soft_error:.1e}")
print(f"Victim ratio, field / formula: {victim_field:.5f} / {victim_formula:.5f}")
print(f"Charge induced on A, B per unit F1 charge: {induced[0]:.4f}, {induced[1]:.4f}")
print(f"Random signal pairs, strict / equal: {strict} / {equal}")
print(f"Wrong-sign matrix, coupling change: {bad_gain:.2f} (arb. unit)")
print(f"Single fill a,b,g = {a:g},{b:g},{g:g} aF/um: added K {single_energy:.4f} aF/um")
print("Tiles 200 nm long, 100 nm apart; 3D meshes 25 and 16.7 nm:")
print(f"  floating K change: {tile_change[4]:.1f}, {tile_change[6]:.1f} %")
print(f"  grounded-tile K: {tile_ground[4]:.3g}, {tile_ground[6]:.3g} aF/um")
print("Planes replaced by 100 nm wires, 100 nm apart; same meshes:")
print(f"  floating K change: {wire_change[4]:.1f}, {wire_change[6]:.1f} %")
print(f"25 nm caps, permittivity {K_CAP:g}: K change {100*(capped[0]/pairs[n][0]-1):.1f} %")
print(f"Metal screening length: {screening:.4f} nm; gap growth {gap_growth:.2f} %")
print(f"One electron on 1 um of F1 shifts it by {electron_mv:.3f} mV")
print(f"Relaxation time at {resistivity:.0e} ohm cm (rough): {relaxation:.0f} s")
print(f"Mean A-F1 field: {gap_field:.4f} MV/cm; rough breakdown {breakdown:g} MV/cm")
print(f"Tunnelling exponent, 100 nm and rough {barrier:g} eV barrier: {wkb:.0f}")
print("all assertions hold")
```

Running it gives:

```
Bar width, bar gap: 100, 100 nm; thickness, plane gap: 200, 200 nm
Relative permittivity (rough): 2.7; drive on A: 1 V
Maxwell matrix, order A B F1 F2, aF/um:
    136.8669     -0.0346    -61.9440     -0.7079
     -0.0346    136.8669     -0.7079    -61.9440
    -61.9440     -0.7079    170.5869    -61.6050
     -0.7079    -61.9440    -61.6050    170.5869
Inverse of fill block, um/aF:
  0.006741  0.002435
  0.002435  0.006741
no fill: coupling K_AB = 5.391 aF/um
no fill: self-capacitance C_AA = 103.55 aF/um
no fill: undriven victim V_B/V_A = 0.0521
floating: coupling K_AB = 9.968 aF/um
floating: self-capacitance C_AA = 110.78 aF/um
floating: undriven victim V_B/V_A = 0.09
grounded: coupling K_AB = 0.03457 aF/um
grounded: self-capacitance C_AA = 136.87 aF/um
grounded: undriven victim V_B/V_A = 0.000253
Coupling added by floating: 9.934 aF/um
Coupling ratio floating/grounded: 288.3
Coupling ratio floating/no fill: 1.849
Fill potentials F1, F2: 0.4193, 0.1556 V
Mesh 6.25 to 3.125 nm, floating K shift: -0.43 %
Mesh 6.25 to 3.125 nm, grounded K shift: 0.41 %
Side margin 500 to 700 nm, floating K shift: -0.017 %
Stripline solver error at 6.25 nm: 0.36 %
Schur vs huge-permittivity fill, max difference: 1.1e-06
Victim ratio, field / formula: 0.09021 / 0.09021
Charge induced on A, B per unit F1 charge: -0.4196, -0.1558
Random signal pairs, strict / equal: 294 / 606
Wrong-sign matrix, coupling change: -0.50 (arb. unit)
Single fill a,b,g = 3,2,5 aF/um: added K 0.6000 aF/um
Tiles 200 nm long, 100 nm apart; 3D meshes 25 and 16.7 nm:
  floating K change: -6.2, -6.9 %
  grounded-tile K: 0.0479, 0.0501 aF/um
Planes replaced by 100 nm wires, 100 nm apart; same meshes:
  floating K change: 6.8, 8.0 %
25 nm caps, permittivity 5: K change 7.6 %
Metal screening length: 0.0553 nm; gap growth 0.30 %
One electron on 1 um of F1 shifts it by 1.080 mV
Relaxation time at 1e+15 ohm cm (rough): 239 s
Mean A-F1 field: 0.0581 MV/cm; rough breakdown 5 MV/cm
Tunnelling exponent, 100 nm and rough 3 eV barrier: 1775
all assertions hold
```
